# Growth enhancement in a window beside a non-growing mask: verification in Python

```python
"""
Result under test: if all precursor landing on a mask of width m enters a
window of width w, the window-averaged growth rate divided by the rate on an
unmasked wafer is E = 1 + m/w (five for m = 80 um, w = 20 um).
If only a fraction eta of the mask arrivals enters, E = 1 + eta*m/w.

Independent road: steady surface diffusion is solved numerically on mask and
window together, and the local incorporation is integrated over the window.
g          local density / density on an unmasked wafer; in the window this
           is also the local growth rate / unmasked growth rate
lam_window diffusion length before incorporation in the window
lam_mask   diffusion length before desorption on the mask (inf: no loss)
The diffusion coefficient is the same on both surfaces. Lengths are in um.
"""
import numpy as np
from scipy.integrate import simpson, solve_bvp


def balance_enhancement(mask, window, captured=1.0):
    return 1.0 + captured * mask / window


def profile_formula(x, mask, window, lam):
    """Local enhancement at distance x from the window centre, no mask loss."""
    return 1.0 + mask / (2 * lam) * np.cosh(x / lam) / np.sinh(window / (2 * lam))


def solve_diffusion(mask_span, window_span, lam_window, lam_mask=np.inf):
    """Mask span joined to window span; the two outer ends pass no flux.
    Returns mean g in window, captured fraction, g at edge, g at far end."""
    loss = 0.0 if np.isinf(lam_mask) else 1.0 / lam_mask**2
    supply = 1.0 / lam_window**2

    def equations(s, y):
        g_mask, slope_mask, g_win, slope_win = y
        return np.vstack([
            mask_span * slope_mask,
            mask_span * (loss * g_mask - supply),
            window_span * slope_win,
            window_span * supply * (g_win - 1.0),
        ])

    def boundary(start, end):
        return np.array([
            start[1],             # closed outer end of the mask
            end[3],               # closed far end of the window
            end[0] - start[2],    # continuous density at the border
            end[1] - start[3],    # continuous flux at the border
        ])

    s = np.linspace(0.0, 1.0, 101)
    guess = np.zeros((4, s.size))
    guess[0] = guess[2] = 1.0
    sol = solve_bvp(equations, boundary, s, guess, tol=1e-8, max_nodes=20000)
    assert sol.success, sol.message
    fine = np.linspace(0.0, 1.0, 2001)
    g_window = sol.sol(fine)[2]
    mean_g = simpson(g_window, x=fine)
    captured = -lam_window**2 * sol.sol(1.0)[1] / mask_span
    return mean_g, captured, g_window[0], g_window[-1]


mask, window = 80.0, 20.0
E = balance_enhancement(mask, window)

# Periodic array: by symmetry half a mask feeds half a window.
for m, w in [(mask, window), (30.0, 12.0)]:
    for lam in (5.0, 10.0, 50.0):
        mean_g, captured, edge, centre = solve_diffusion(m / 2, w / 2, lam)
        assert abs(mean_g - balance_enhancement(m, w)) < 1e-5
        assert abs(captured - 1.0) < 1e-5
        assert abs(edge - profile_formula(w / 2, m, w, lam)) < 1e-5
        assert abs(centre - profile_formula(0.0, m, w, lam)) < 1e-5
        assert edge > centre

# Other feeding geometries.
single_pair = solve_diffusion(mask, window, 10.0)[0]
two_masks = solve_diffusion(mask, window / 2, 10.0)[0]
half_mask = solve_diffusion(mask / 2, window, 10.0)[0]
assert abs(single_pair - E) < 1e-5
assert abs(two_masks - balance_enhancement(2 * mask, window)) < 1e-5
assert abs(half_mask - balance_enhancement(mask / 2, window)) < 1e-5

# Worked profile and a case with desorption from the mask.
lam_window, lam_mask = 10.0, 50.0
mean_full, _, edge_full, centre_full = solve_diffusion(
    mask / 2, window / 2, lam_window)
mean_loss, eta, _, _ = solve_diffusion(
    mask / 2, window / 2, lam_window, lam_mask)
assert abs(mean_loss - balance_enhancement(mask, window, eta)) < 1e-5
assert 0.0 < eta < 1.0 and 1.0 < mean_loss < E

# Worked example with round model parameters, SI units.
flux = 1.25e19          # growth units per m^2 and s
unit_volume = 4.0e-29   # m^3 per growth unit
time = 1000.0           # s
direct = flux * window * 1e-6
from_mask = flux * mask * 1e-6
planar_rate = unit_volume * flux
window_rate = unit_volume * (direct + from_mask) / (window * 1e-6)
assert abs(window_rate / planar_rate - mean_full) < 1e-5

print(f"mask width                             {mask:.0f} um")
print(f"window width                           {window:.0f} um")
print(f"landing flux                           {flux:.3e} m^-2 s^-1")
print(f"film volume per growth unit            {unit_volume:.2e} m^3")
print(f"growth time                            {time:.0f} s")
print(f"arrivals on window per stripe length   {direct:.3e} m^-1 s^-1")
print(f"arrivals on mask per stripe length     {from_mask:.3e} m^-1 s^-1")
print(f"total entering film per stripe length  {direct + from_mask:.3e} m^-1 s^-1")
print(f"unmasked growth rate                   {planar_rate:.3e} m/s")
print(f"mean window growth rate                {window_rate:.3e} m/s")
print(f"unmasked thickness                     {planar_rate * time * 1e9:.1f} nm")
print(f"mean window thickness                  {window_rate * time * 1e9:.1f} nm")
print(f"enhancement from balance               {E:.4f} (ratio)")
print(f"enhancement from diffusion solution    {mean_full:.4f} (ratio)")
print(f"growth averaged over mask and window   {mean_full * window / (mask + window):.4f} (ratio)")
print(f"single mask-window pair                {single_pair:.4f} (ratio)")
print(f"window fed by two entire masks         {two_masks:.4f} (ratio)")
print(f"window fed by half of one mask         {half_mask:.4f} (ratio)")
print(f"diffusion length in window             {lam_window:.0f} um")
print(f"local enhancement at window centre     {centre_full:.3f} (ratio)")
print(f"local enhancement at window edge       {edge_full:.3f} (ratio)")
print(f"diffusion length on lossy mask         {lam_mask:.0f} um")
print(f"captured fraction with mask loss       {eta:.4f} (ratio)")
print(f"mean enhancement with mask loss        {mean_loss:.3f} (ratio)")
print("all good")
```

Running it gives:

```
mask width                             80 um
window width                           20 um
landing flux                           1.250e+19 m^-2 s^-1
film volume per growth unit            4.00e-29 m^3
growth time                            1000 s
arrivals on window per stripe length   2.500e+14 m^-1 s^-1
arrivals on mask per stripe length     1.000e+15 m^-1 s^-1
total entering film per stripe length  1.250e+15 m^-1 s^-1
unmasked growth rate                   5.000e-10 m/s
mean window growth rate                2.500e-09 m/s
unmasked thickness                     500.0 nm
mean window thickness                  2500.0 nm
enhancement from balance               5.0000 (ratio)
enhancement from diffusion solution    5.0000 (ratio)
growth averaged over mask and window   1.0000 (ratio)
single mask-window pair                5.0000 (ratio)
window fed by two entire masks         9.0000 (ratio)
window fed by half of one mask         3.0000 (ratio)
diffusion length in window             10 um
local enhancement at window centre     4.404 (ratio)
local enhancement at window edge       6.252 (ratio)
diffusion length on lossy mask         50 um
captured fraction with mask loss       0.6785 (ratio)
mean enhancement with mask loss        3.714 (ratio)
all good
```
